# How a Soft Adduct Mode Sets the Harmonic Rate Prefactor

## Problem

In atomic layer deposition a precursor molecule can first bind to the surface as an adduct and then react in a single elementary step. A calculation gives the softest vibration of such an adduct as $\nu=20\ \mathrm{cm^{-1}}$. A second calculation gives $40\ \mathrm{cm^{-1}}$. The temperature is $T=500$ K. The electronic barrier, the other adduct modes and the whole transition state are the same in both calculations.

Write the rate constant as $k=A\,e^{-E_0/k_BT}$, where $E_0$ is the barrier measured between the zero-point levels of adduct and transition state.

1. Derive $A$ in harmonic transition-state theory.
2. By what factor does $A$ change when the soft mode goes from 20 to 40 $\mathrm{cm^{-1}}$? When would doubling a frequency have a smaller effect?
3. By what factors do the whole rate constant and the prefactor read from an Arrhenius plot change?
4. Evaluate the rates for this model of a hydrogen transfer, with an electronic barrier of 0.90 eV:
   - other adduct modes: 80, 120, 200 and 3600 $\mathrm{cm^{-1}}$;
   - real transition-state modes: 60, 100, 180 and 1500 $\mathrm{cm^{-1}}$;
   - imaginary transition-state mode: magnitude 1000 $\mathrm{cm^{-1}}$.

   Modes not listed are equal in both states and cancel.
5. How far do a change in the transition state, anharmonicity and tunnelling alter the answer?

## Solution

### 1. The prefactor

Frequencies are given as wavenumbers, so one quantum has energy $hc\nu$. Three assumptions enter: the adduct is in thermal equilibrium, a system that crosses the barrier top does not return, and motion along the reaction coordinate $s$ is classical and separate from the other modes.

Let $Q_{\rm ad}$ and $Q_{\rm TS}$ be the vibrational partition functions, each counted from its own ground level. $Q_{\rm TS}$ leaves out the reaction coordinate. Relative to the adduct population, the probability of finding a system at the barrier top, within $ds\,dp$ of the reaction coordinate, is

$$
\frac{Q_{\rm TS}}{Q_{\rm ad}}\,e^{-E_0/k_BT}\,e^{-p^2/2mk_BT}\,\frac{ds\,dp}{h}.
$$

Systems with momentum $p>0$ that cross during $dt$ lie within $ds=(p/m)\,dt$ of the top. Dividing by $dt$ and integrating over $p$ gives the rate constant. The integral is

$$
\int_0^\infty \frac{p}{m}\,e^{-p^2/2mk_BT}\,\frac{dp}{h}
=\frac1h\Big[-k_BT\,e^{-p^2/2mk_BT}\Big]_0^\infty=\frac{k_BT}{h},
$$

and the mass has dropped out. Therefore

$$
A=\frac{k_BT}{h}\,\frac{Q_{\rm TS}}{Q_{\rm ad}} .
$$

In the harmonic approximation each $Q$ is a product over modes. With $x=hc\nu/k_BT$, the levels of one mode lie at $n\,hc\nu$ above its ground level, and the geometric series gives

$$
q(\nu)=\sum_{n=0}^\infty e^{-nx}=\frac{1}{1-e^{-x}} .
$$

### 2. Doubling the soft frequency

The factor $k_BT/h$, the transition-state modes and the other adduct modes are common to both calculations and cancel. The soft mode stands in the denominator of $A$, so

$$
\frac{A(2\nu)}{A(\nu)}=\frac{q(\nu)}{q(2\nu)}=\frac{1-e^{-2x}}{1-e^{-x}}
=\frac{(1-e^{-x})(1+e^{-x})}{1-e^{-x}}=1+e^{-x}.
$$

At 500 K the thermal energy corresponds to $347.52\ \mathrm{cm^{-1}}$. Hence $x=20/347.52=0.05755$, $e^{-x}=0.9441$ and

$$
\boxed{\frac{A(40\ \mathrm{cm^{-1}})}{A(20\ \mathrm{cm^{-1}})}=1.944}
$$

The prefactor nearly doubles.

The partition function measures how many levels are thermally accessible. It falls from 17.88 to 9.20 when the mode stiffens. The adduct then has less entropy, while the states at the barrier top are as numerous as before. A larger fraction of the equilibrium population is therefore found at the top.

For $x\ll1$, $e^{-x}\approx1-x$ and the ratio is approximately $2-x$. It approaches 2 in the classical limit, where $q\approx1/x$. For $x\gg1$ it approaches 1, because the mode is then almost entirely in its ground level both before and after. An intermediate case is a change from 200 to 400 $\mathrm{cm^{-1}}$ at the same temperature: $x=200/347.52=0.5755$, and the prefactor grows by only $1+e^{-0.5755}=1.562$. "Doubling the frequency doubles the prefactor" is thus a rule for modes with $hc\nu\ll k_BT$.

### 3. The whole rate constant and the Arrhenius plot

The zero-point energy of the soft mode rises from $hc\nu/2$ to $hc\nu$. This lifts the ground level of the adduct by $hc\nu/2$, and since the transition state does not move, $E_0$ falls by the same amount. The Boltzmann factor grows by $e^{x/2}$, so

$$
\frac{k(2\nu)}{k(\nu)}=(1+e^{-x})\,e^{x/2}=e^{x/2}+e^{-x/2}=2\cosh\frac x2 .
$$

Here $e^{x/2}=1.0292$, and the product $1.9441\times1.0292$ gives 2.001. The rate constant thus slightly more than doubles, although $A$ slightly less than doubles. Since $\cosh(x/2)\ge1$, this ratio is never below 2 at fixed electronic barrier. For stiff modes the prefactor gains less, but the zero-point shift gains more: the rate constant grows by 2.083 for 200 to 400 $\mathrm{cm^{-1}}$ and by 8.8 for 1500 to 3000 $\mathrm{cm^{-1}}$. The weaker effect found in part 2 for stiff modes concerns $A$ alone, not $k$.

An Arrhenius plot defines a different pair of quantities. With $\beta=1/k_BT$,

$$
E_a=-\frac{d\ln k}{d\beta},\qquad \ln A_{\rm Arr}=\ln k+\beta E_a .
$$

Let $\varepsilon=hc\nu$, so that $x=\beta\varepsilon$. The change in $\ln k$ is $\ln[2\cosh(\beta\varepsilon/2)]$. Differentiating it gives the change in slope,

$$
\Delta E_a=-\frac{d}{d\beta}\ln\!\left[2\cosh\frac{\beta\varepsilon}{2}\right]=-\frac{\varepsilon}{2}\tanh\frac{x}{2},
$$

and therefore

$$
\frac{A_{\rm Arr}(2\nu)}{A_{\rm Arr}(\nu)}
=2\cosh\frac x2\;\exp\!\left[-\frac x2\tanh\frac x2\right]=1.999 .
$$

This ratio has a direct thermodynamic meaning. Let $z$ be the partition function of the soft mode counted from the bottom of its well, and $U=-d\ln z/d\beta$ its mean energy. The mode contributes $-\ln z$ to $\ln k$, and hence $d\ln z/d\beta=-U$ to $E_a$. Its contribution to $\ln A_{\rm Arr}$ is

$$
-\ln z-\beta U=-\frac{S}{k_B},
$$

where $S$ is its entropy. The Arrhenius prefactor therefore grows by $e^{\Delta S/k_B}$, where $\Delta S$ is the entropy lost by the adduct mode. Here $\Delta S=0.6927\,k_B$, close to $k_B\ln2=0.6931\,k_B$.

The whole rate constant changes by the factor 2.001. The two prefactor ratios, 1.944 and 1.999, differ because the two definitions divide this same change differently between prefactor and exponent.

### 4. The worked example

For the unchanged modes, the products of partition functions are 38.06 in the adduct and 63.23 in the transition state. With $k_BT/h=1.0418\times10^{13}\ \mathrm{s^{-1}}$,

$$
A(20)=1.0418\times10^{13}\times\frac{63.23}{17.88\times38.06}=9.68\times10^{11}\ \mathrm{s^{-1}},
$$

$$
A(40)=1.0418\times10^{13}\times\frac{63.23}{9.1975\times38.06}=1.88\times10^{12}\ \mathrm{s^{-1}} .
$$

The real transition-state frequencies add up to 1840 $\mathrm{cm^{-1}}$ and the original adduct frequencies to 4020 $\mathrm{cm^{-1}}$. Half the difference is $-1090\ \mathrm{cm^{-1}}$. Since $347.52\ \mathrm{cm^{-1}}$ corresponds to 0.04309 eV,

$$
E_0(20)=0.90-\frac{1090}{347.52}\times0.04309=0.7649\ \mathrm{eV}.
$$

Stiffening the soft mode lowers this by 1.24 meV, to 0.7636 eV. The rate constants are

$$
k(20)=1.89\times10^4\ \mathrm{s^{-1}},\qquad k(40)=3.78\times10^4\ \mathrm{s^{-1}},
$$

and the mean adduct lifetime $1/k$ falls from 53 to 26 microseconds.

A doubled rate constant is equivalent to a barrier lower by $k_BT\ln2=0.04309\times0.693=0.030$ eV. This is the energy scale on which an uncertainty between 20 and 40 $\mathrm{cm^{-1}}$ matters at 500 K.

### 5. Conditions and neglected effects

**A transition state that also changes.** Suppose the softest transition-state mode doubles as well, from 60 to 120 $\mathrm{cm^{-1}}$. Then $Q_{\rm TS}$ is divided by $1+e^{-60/347.52}=1.841$, and the prefactor ratio becomes $1.944/1.841=1.056$. Most of the gain in the prefactor is lost. The whole rate constant also contains the zero-point energies of both modes, and its ratio is $\cosh(10/347.52)/\cosh(30/347.52)=0.997$, so there the gain disappears entirely. The comparison therefore needs the same treatment of soft modes in both states.

**Anharmonicity.** A 20 $\mathrm{cm^{-1}}$ mode may be a hindered rotation. As a model, let an $\mathrm{Al(CH_3)_3}$ group turn about its threefold axis in the potential

$$
V(\varphi)=\frac{V_0}{2}(1-\cos3\varphi)\approx\frac94V_0\varphi^2 .
$$

Comparison with $\tfrac12I\omega^2\varphi^2$ gives $I\omega^2=\tfrac92V_0$. Multiplying by $\hbar^2/I$ and defining the rotational constant $B=\hbar^2/2I$ gives $(\hbar\omega)^2=9BV_0$. With $V_0$ and $B$ expressed in $\mathrm{cm^{-1}}$,

$$
V_0=\frac{\nu^2}{9B}.
$$

Three methyl groups, taken as 15 u point masses 1.9 Å from the axis (rough values), give $B=0.1038\ \mathrm{cm^{-1}}$. At 20 $\mathrm{cm^{-1}}$ the torsional barrier is then 428 $\mathrm{cm^{-1}}$, or $1.23\,k_BT$. At 40 $\mathrm{cm^{-1}}$, with the same inertia, it is four times higher, or $4.93\,k_BT$. In the first case the group is barely confined to one well.

Summing over the quantum levels of this rotor, and dividing by three to count one well, gives partition functions 1.166 and 1.072 times the harmonic ones. Two effects compete. The cosine potential lies below the parabola, which makes more states accessible, but one well ends at $\varphi=\pm60^\circ$, whereas the parabola continues. The first effect prevails here. The rate-constant ratio becomes

$$
2.001\times\frac{1.166}{1.072}=2.18,
$$

which is 9% above the harmonic value. This is compared with the whole rate constant because the rotor levels are counted from the bottom of the well.

**Tunnelling.** For a parabolic barrier, the transmission at energy $\epsilon k_BT$ relative to the top is $1/(1+e^{-a\epsilon})$, with $a=2\pi/y$ and $y=1000/347.52=2.878$. The thermal average, relative to classical crossing, follows from the substitution $u=e^{-a\epsilon}$:

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-\epsilon}\,d\epsilon}{1+e^{-a\epsilon}}
=\frac1a\int_0^\infty\frac{u^{1/a-1}}{1+u}\,du
=\frac{\pi/a}{\sin(\pi/a)}=\frac{y/2}{\sin(y/2)}=1.45 .
$$

This requires $y<2\pi$ and a barrier many times $k_BT$ high; both hold here. Tunnelling would raise each absolute rate by about 45%, but $\kappa$ depends on the barrier top alone and cancels in the ratio.

**The real process.** The example is modelled on trimethylaluminium on hydroxylated alumina, where a surface hydrogen moves to a methyl group and methane leaves. A temperature of 500 K is within the usual range of this process. The frequencies and the barrier are round model values, not results for a particular surface site. Precursor pulses and purges last roughly milliseconds to seconds, much longer than either lifetime found above, so in this model, if desorption is neglected, the adduct has reacted well before the purge ends and the doubled rate constant would hardly alter the growth per cycle. Of the assumptions examined here, harmonicity of the soft mode is the one that shifts the ratio with the transition state held fixed. The shift is about 9% in the rotor model above, but both its size and its sign depend on the inertia. Counting all atoms at typical bond lengths raises the inertia by 15 to 20% and the shift to about 11%. With 30% less inertia than the point-mass value the shift falls to about 1%, and with half of it the shift is about $-9\%$. Coupling of this mode to surface vibrations and to neighbouring adsorbates has not been estimated.

Desorption can also compete with reaction. If its transition state is unchanged too, its rate constant $k_d$ grows by the same factor $r$ as $k$. The fraction of adducts that react, $rk/(rk+rk_d)=k/(k+k_d)$, then stays the same: the adducts disappear faster, but no larger share of them becomes film. If desorption is much faster than reaction, most adducts leave instead of reacting and short pulses may not saturate the surface; the growth per cycle is then still nearly unchanged, because this fraction is.

The numerical output below lists the main values to more digits.

## Computed values

```
Temperature: 500 K
Adduct soft mode before, after: 20, 40 cm^-1
Other adduct modes: [80.0, 120.0, 200.0, 3600.0] cm^-1
Transition-state real modes: [60.0, 100.0, 180.0, 1500.0] cm^-1
Imaginary mode magnitude: 1000 cm^-1
Electronic barrier: 0.90 eV
Thermal energy kB T: 347.52 cm^-1
Thermal energy kB T: 0.04309 eV
Flux factor kB T/h: 1.0418e+13 s^-1
x at 20 cm^-1: 0.05755 (no unit)
x at 40 cm^-1: 0.11510 (no unit)
exp(-x) at 20 cm^-1: 0.94407 (no unit)
q from ground level, 20 cm^-1: 17.8807 (no unit)
q from ground level, 40 cm^-1: 9.1975 (no unit)
Product q, other adduct modes: 38.0621 (no unit)
Product q, transition state: 63.2283 (no unit)
Prefactor A before: 9.6791e+11 s^-1
Prefactor A after: 1.8817e+12 s^-1
PREFACTOR RATIO: 1.9441 (no unit)
Classical ratio: 2.0000 (no unit)
Prefactor ratio for 200 to 400 cm^-1: 1.5624 (no unit)
Zero-point-corrected barrier before: 0.76486 eV
Zero-point-corrected barrier after: 0.76362 eV
Barrier lowering: 1.240 meV
Boltzmann gain exp(x/2): 1.02919 (no unit)
Rate constant before: 1.8898e+04 s^-1
Rate constant after: 3.7811e+04 s^-1
Rate-constant ratio: 2.00083 (no unit)
Adduct lifetime 1/k before: 52.92 microseconds
Adduct lifetime 1/k after: 26.45 microseconds
Arrhenius-plot prefactor ratio: 1.99917 (no unit)
Arrhenius energy lowering: 0.0357 meV
Entropy lost by adduct mode: 0.69273 kB
Prefactor ratio if TS 60 also becomes 120 cm^-1: 1.0557
Rotor model: methyl mass 15 u
Rotor model: distance from axis 1.9 angstrom
Rotational constant B: 0.10377 cm^-1
Torsional barrier for 20 cm^-1: 428.3 cm^-1
Torsional barrier for 40 cm^-1: 1713.2 cm^-1
Torsional barrier/kB T for 20 cm^-1: 1.232 (no unit)
Torsional barrier/kB T for 40 cm^-1: 4.930 (no unit)
Rotor q/harmonic q, 20 cm^-1: 1.1659
Rotor q/harmonic q, 40 cm^-1: 1.0718
Rate-constant ratio with hindered rotor: 2.1766 (no unit)
Tunnelling factor (cancels in ratio): 1.4514 (no unit)
```
